# Kramers-Kronig relation for a medium with one flat absorption band

**Definitions and conventions.** Hartree atomic units are used ($\hbar = m_e = e = 1$) with Gaussian fields, so that $D = E + 4\pi P$, and frequencies are in hartree (Ha). Fields vary in time as $e^{-i\omega t}$. The medium is linear, isotropic, local in space and causal, so that $D$ at time $t$ depends only on the field at earlier times:

$$D(t) = E(t) + \int_0^\infty G(\tau)\,E(t-\tau)\,d\tau .$$

The response function $G$ is real, because a real field produces a real displacement. It is assumed square integrable and free of any term $\delta(\tau)$. This excludes an instantaneous background polarization and a dc conductivity. Inserting $E = E_0e^{-i\omega t}$ gives $D = \varepsilon(\omega)E$ with

$$\varepsilon(\omega) = \varepsilon_1 + i\varepsilon_2 = 1 + \int_0^\infty G(t)\,e^{i\omega t}\,dt, \tag{1}$$

$$\varepsilon_1 - 1 = \int_0^\infty G\cos\omega t\,dt, \qquad \varepsilon_2 = \int_0^\infty G\sin\omega t\,dt .$$

Thus $\varepsilon_1$ is even and $\varepsilon_2$ is odd in $\omega$. The power absorbed per unit volume is the time average of $E\,\dot D/4\pi$ for the real fields, $\tfrac{1}{8\pi}\mathrm{Re}[E_0^*(-i\omega\varepsilon E_0)] = \omega\varepsilon_2|E_0|^2/8\pi$, so $\varepsilon_2>0$ at $\omega>0$ means absorption. For $\mathrm{Im}\,z>0$, $\varepsilon(z)$ denotes (1) with $\omega$ replaced by $z$; the factor $e^{-t\,\mathrm{Im}z}$ makes it converge, and $\varepsilon(\omega)$ is the limit of $\varepsilon(\omega+i\eta)$ as $\eta\to0^+$.

## Problem

A medium absorbs in one band: $\varepsilon_2(\omega) = A>0$ for $\omega_1<\omega<\omega_2$, with $0<\omega_1<\omega_2<\infty$, and $\varepsilon_2 = 0$ at all other positive frequencies. Write $\Delta = \omega_2^2-\omega_1^2$.

(a) Derive the Kramers-Kronig relation for $\varepsilon_1$ and evaluate it in closed form.

(b) Find the static value $\varepsilon_1(0)$.

(c) Find the behaviour of $\varepsilon_1$ near both edges, and the effect of a small broadening $\eta$.

(d) Find the high-frequency limit and the frequencies at which $\varepsilon_1 = 1$ and $\varepsilon_1 = 0$.

(e) Evaluate the results for $\omega_1 = 0.12$ Ha, $\omega_2 = 0.40$ Ha, $A = 8$.

## Solution

### (a) The relation and the closed form

Causality lets $\varepsilon_2$ alone fix $G$. Since $G$ is needed only for $t>0$, it may be extended to an odd function $G_o$, with $G_o(-t) = -G(t)$. Its Fourier transform is $\int_{-\infty}^\infty G_oe^{i\omega t}dt = 2i\int_0^\infty G\sin\omega t\,dt = 2i\varepsilon_2(\omega)$. In the inverse transform $G_o(t) = \frac{1}{2\pi}\int 2i\varepsilon_2e^{-i\omega' t}d\omega'$, the odd $\varepsilon_2$ keeps only the part $-i\sin\omega' t$ of the exponential. The remaining integrand is even, so for $t>0$

$$G(t) = \frac{2}{\pi}\int_0^\infty\varepsilon_2(\omega')\sin\omega' t\,d\omega'. \tag{2}$$

Equation (2) is inserted in (1) at complex $z$, and the time integral is done first, which is allowed because the double integral converges absolutely for $\mathrm{Im}\,z>0$ and a finite band. With $\int_0^\infty e^{i\zeta t}dt = i/\zeta$ for $\mathrm{Im}\,\zeta>0$,

$$\int_0^\infty\sin\omega' t\;e^{izt}dt = \frac{1}{2i}\left[\frac{i}{z+\omega'}-\frac{i}{z-\omega'}\right] = \frac12\left[\frac{1}{\omega'+z}+\frac{1}{\omega'-z}\right] = \frac{\omega'}{\omega'^2-z^2}.$$

Therefore

$$\varepsilon(z) = 1+\frac{2}{\pi}\int_0^\infty\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-z^2}\,d\omega' = 1+\frac1\pi\int_0^\infty\varepsilon_2(\omega')\left[\frac{1}{\omega'-z}+\frac{1}{\omega'+z}\right]d\omega'. \tag{3}$$

Let $z = \omega+i\eta$ with $\omega>0$, and $u = \omega'-\omega$. The second term in the bracket is regular as $\eta\to0$. The first is

$$\frac{1}{u-i\eta} = \frac{u}{u^2+\eta^2}+\frac{i\eta}{u^2+\eta^2}.$$

Its real part is odd in $u$. On an interval $|u|<d$ where $\varepsilon_2$ is smooth, a constant therefore integrates to zero against it, and $\varepsilon_2(\omega+u)$ may be replaced by $\varepsilon_2(\omega+u)-\varepsilon_2(\omega)$. The quotient of this difference by $u$ is bounded and is multiplied by $u^2/(u^2+\eta^2)\to1$, so the limit is $\int_{-d}^{d}[\varepsilon_2(\omega+u)-\varepsilon_2(\omega)]\,du/u$. The principal value $P$, in which $|u|<s$ is cut out and $s\to0$, gives the same expression, because a constant also integrates to zero against $1/u$ with a symmetric cut. Recombining the two fractions gives the Kramers-Kronig relation

$$\varepsilon_1(\omega) = 1+\frac2\pi\,P\!\int_0^\infty\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-\omega^2}\,d\omega'. \tag{4}$$

The argument requires smoothness at $\omega$, so it excludes the two edges. The term $1/(\omega'+z)$ is the contribution of the mirror band $\varepsilon_2 = -A$ on $(-\omega_2,-\omega_1)$. Dropping it would spoil the evenness of $\varepsilon_1$ and halve $\varepsilon_1(0)-1$.

For the box, (4) runs from $\omega_1$ to $\omega_2$ with $\varepsilon_2 = A$. On either side of $\omega' = \omega$ an antiderivative is $F(\omega') = \tfrac12\ln|\omega'^2-\omega^2|$, since $F' = \omega'/(\omega'^2-\omega^2)$. For $\omega$ outside the band the integrand is regular and the integral is $F(\omega_2)-F(\omega_1)$. For $\omega$ inside the band the cut produces two pieces:

$$[F(\omega-s)-F(\omega_1)]+[F(\omega_2)-F(\omega+s)].$$

With $|(\omega-s)^2-\omega^2| = s(2\omega-s)$ and $(\omega+s)^2-\omega^2 = s(2\omega+s)$,

$$F(\omega-s)-F(\omega+s) = \frac12\ln\frac{2\omega-s}{2\omega+s}\to0 .$$

The two terms $\tfrac12\ln s$ cancel only because the cut is symmetric. A cut from $\omega-s$ to $\omega+\lambda s$ would leave $-\tfrac12\ln\lambda$. In both cases, multiplying $F(\omega_2)-F(\omega_1)$ by $2A/\pi$,

$$\varepsilon_1(\omega) = 1+\frac{A}{\pi}\ln\left|\frac{\omega_2^2-\omega^2}{\omega_1^2-\omega^2}\right|,\qquad \omega\neq\pm\omega_1,\pm\omega_2. \tag{5}$$

The modulus matters inside the band, where the ratio is negative. The complex form shows where its phase goes. Along the path, $\omega'-z$ has imaginary part $-\eta<0$ and $\omega'+z$ has $+\eta>0$, so neither crosses the cut of the principal logarithm $\mathrm{Log}$ on the negative real axis, and (3) gives

$$\varepsilon(z) = 1+\frac A\pi\left[\mathrm{Log}(\omega_2-z)-\mathrm{Log}(\omega_1-z)+\mathrm{Log}(\omega_2+z)-\mathrm{Log}(\omega_1+z)\right]. \tag{6}$$

As $\eta\to0^+$ with $\omega>0$, the last two logarithms become real. The number $a-\omega-i\eta$ has phase $0$ if $\omega<a$ and $-\pi$ if $\omega>a$, because the negative axis is approached from below. Below the band all phases vanish. Inside it only $-\mathrm{Log}(\omega_1-z)$ has a phase, and $\mathrm{Im}\,\varepsilon = (A/\pi)(+\pi) = A$. Above it the phases $-\pi$ and $+\pi$ cancel. The box is recovered with the right sign, and the real part of (6) is (5).

The slope of (5) is

$$\frac{d\varepsilon_1}{d\omega} = \frac{2A\omega}{\pi}\left[\frac{1}{\omega_1^2-\omega^2}-\frac{1}{\omega_2^2-\omega^2}\right] = \frac{2A\omega}{\pi}\,\frac{\Delta}{(\omega_1^2-\omega^2)(\omega_2^2-\omega^2)} .$$

Outside the band the two factors in the denominator have the same sign and $\varepsilon_1$ rises (normal dispersion). Inside they have opposite signs and $\varepsilon_1$ falls (anomalous dispersion).

The response function follows from (2):

$$G(t) = \frac{2A}{\pi}\,\frac{\cos\omega_1t-\cos\omega_2t}{t}. \tag{7}$$

At small $t$, $\cos\omega_1t-\cos\omega_2t\approx\Delta t^2/2$, so $G\approx A\Delta\,t/\pi$. At large $t$ it decays as $1/t$. It is square integrable, so the box is consistent with the assumptions.

### (b) The static value

At $\omega = 0$ the ratio in (5) is $\omega_2^2/\omega_1^2$, and $\ln(\omega_2^2/\omega_1^2) = 2\ln(\omega_2/\omega_1)$. Equivalently, (4) reduces to $(2A/\pi)\int_{\omega_1}^{\omega_2}d\omega'/\omega'$. Hence

$$\varepsilon_1(0) = 1+\frac{2A}{\pi}\ln\frac{\omega_2}{\omega_1}. \tag{8}$$

The factor is $2A/\pi$ here and $A/\pi$ in (5), because (5) contains squared frequencies.

Cutting the band in (3) into slices of width $\delta\omega$ centred at $\omega_j$ gives $\varepsilon(z)\approx1+\sum_jf_j/(\omega_j^2-z^2)$ with $f_j = (2A/\pi)\,\omega_j\,\delta\omega$. Each term is an undamped Lorentz oscillator, whose static contribution is $f_j/\omega_j^2 = (2A/\pi)\,\delta\omega/\omega_j$. Every octave of the band contributes equally, and only the ratio $\omega_2/\omega_1$ enters. For a narrow band of width $W\ll\omega_0$ about $\omega_0$, $\ln(\omega_2/\omega_1)\approx W/\omega_0$, and (8) becomes $1+f/\omega_0^2$ with $f = (2A/\pi)\omega_0W$, the single-oscillator result.

For $\omega<\omega_1$, $\omega_k^2-\omega^2 = \omega_k^2(1-\omega^2/\omega_k^2)$ and $\ln(1-x) = -x-\dots$ give

$$\varepsilon_1(\omega) = \varepsilon_1(0)+\frac A\pi\left(\frac{1}{\omega_1^2}-\frac{1}{\omega_2^2}\right)\omega^2+O(\omega^4). \tag{9}$$

Equation (8) fails in definite ways. If $\omega_2\to\infty$ at fixed $A$, (5) diverges at every frequency: constant absorption cannot extend without end. If $\omega_1\to0$, the static value diverges. It is also the contribution of this band alone. Since (4) is linear in $\varepsilon_2$, further absorption (higher bands, phonons in a polar crystal) adds its own positive term $(2/\pi)\int\varepsilon_2\,d\omega'/\omega'$. A conductor, with $\varepsilon_2\propto1/\omega$ near zero, lies outside the assumptions on $G$.

### (c) The edges

Near the lower edge, $|\omega_1^2-\omega^2| = |\omega-\omega_1|(\omega+\omega_1)$, so

$$\varepsilon_1 = 1-\frac A\pi\ln|\omega-\omega_1|+\frac A\pi R(\omega),\qquad R(\omega) = \ln(\omega_2^2-\omega^2)-\ln(\omega+\omega_1).$$

$R$ is smooth at $\omega_1$, with $R(\omega_1) = \ln(\Delta/2\omega_1)$ and $R'(\omega_1) = -2\omega_1/\Delta-1/(2\omega_1)$. Taylor expansion gives

$$\varepsilon_1 = 1+\frac A\pi\ln\frac{\Delta}{2\omega_1|\omega-\omega_1|}-c_1(\omega-\omega_1)+\dots,\qquad c_1 = \frac A\pi\left(\frac{2\omega_1}{\Delta}+\frac{1}{2\omega_1}\right). \tag{10}$$

Near the upper edge, $|\omega_2^2-\omega^2| = |\omega-\omega_2|(\omega+\omega_2)$, and the smooth part is $S(\omega) = \ln(\omega+\omega_2)-\ln(\omega^2-\omega_1^2)$, with $S(\omega_2) = \ln(2\omega_2/\Delta)$ and $S'(\omega_2) = 1/(2\omega_2)-2\omega_2/\Delta$. Thus

$$\varepsilon_1 = 1-\frac A\pi\ln\frac{\Delta}{2\omega_2|\omega-\omega_2|}+c_2(\omega-\omega_2)+\dots,\qquad c_2 = \frac A\pi\left(\frac{1}{2\omega_2}-\frac{2\omega_2}{\Delta}\right). \tag{11}$$

The omitted terms are of second order in the distance from the edge. So $\varepsilon_1\to+\infty$ at $\omega_1$ and $\varepsilon_1\to-\infty$ at $\omega_2$, with the same sign on both sides of each edge, unlike the pole of a single oscillator, which changes sign. At the lower edge all nearby oscillators lie above the driving frequency and respond in phase, with none below to cancel them; at the upper edge all lie below and respond in antiphase. In both cases the coefficient of $\ln|\omega-\omega_k|$ is $-1/\pi$ times the jump of $\varepsilon_2$, which is $+A$ at $\omega_1$ and $-A$ at $\omega_2$. The same rule accounts for the factor $2A/\pi$ in the divergence of (8) as $\omega_1\to0$: the steps at $-\omega_1$ (from $-A$ to $0$) and at $+\omega_1$ (from $0$ to $A$) merge into one step of height $2A$. Close to an edge, where the linear term is negligible, each factor of ten in the distance changes $\varepsilon_1$ by only $(A/\pi)\ln10$, and the singularity is integrable.

In the time domain, at $\omega = \omega_1$ the product of the term $(2A/\pi)\cos\omega_1t/t$ of (7) with $\cos\omega t$ contains $\cos^2\omega_1t$, of mean $\tfrac12$, so the integral up to time $T$ grows as $(A/\pi)\ln T$. A sharp step rings for ever, with a $1/t$ tail.

A finite lifetime removes the divergence. Replacing $G(t)$ by $G(t)e^{-\eta t}$ in (1) gives exactly $\varepsilon(\omega+i\eta)$. Because $\varepsilon_2$ is odd, (3) equals $1+\frac1\pi\int_{-\infty}^\infty\varepsilon_2(\omega')\,d\omega'/(\omega'-z)$, and its imaginary part is $\varepsilon_2$ convolved with the Lorentzian $(\eta/\pi)/(u^2+\eta^2)$. At $z = \omega_1+i\eta$ in (6), $\mathrm{Log}(\omega_1-z) = \mathrm{Log}(-i\eta) = \ln\eta-i\pi/2$, and the other three logarithms are the continuation of $R$, equal to $R(\omega_1)+i\eta R'(\omega_1)+O(\eta^2)$. With $(A/\pi)R'(\omega_1) = -c_1$,

$$\varepsilon(\omega_1+i\eta) = 1+\frac A\pi\ln\frac{\Delta}{2\omega_1\eta}+i\left(\frac A2-c_1\eta\right)+O(\eta^2). \tag{12}$$

The width $\eta$ takes the place of the distance from the edge, and the absorption at the edge is half the step. The infinity belongs to the idealized discontinuity: for any broadening $\eta>0$, $\varepsilon$ at the edge is finite.

### (d) High frequency and landmarks

For $\omega>\omega_2$ the ratio in (5) is $(1-\omega_2^2/\omega^2)/(1-\omega_1^2/\omega^2)$. With $\ln(1-x) = -x-x^2/2-\dots$ and $\omega_2^4-\omega_1^4 = \Delta(\omega_1^2+\omega_2^2)$,

$$\varepsilon_1 = 1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{\omega_1^2+\omega_2^2}{2\omega^2}+\dots\right],\qquad\omega_p^2 = \frac{A\Delta}{\pi}. \tag{13}$$

Replacing the denominator of (4) by $-\omega^2$ gives $\omega_p^2 = (2/\pi)\int\omega'\varepsilon_2\,d\omega' = (2/\pi)A\Delta/2$, in agreement. Free electrons of charge $-1$ obey $\ddot x = -E$, so $x = E/\omega^2$, $P = -nx$ and $\varepsilon = 1-4\pi n/\omega^2$. Far above the band the medium acts as a free-electron gas of density $n_{\rm eff} = \omega_p^2/4\pi$; this is the f-sum rule for the band.

The condition $\varepsilon_1 = 1$ requires $|\omega_2^2-\omega^2| = |\omega_1^2-\omega^2|$. Outside the band this would need $\omega_1 = \omega_2$. Inside, $\omega_2^2-\omega^2 = \omega^2-\omega_1^2$, so $\omega^2 = (\omega_1^2+\omega_2^2)/2$.

The condition $\varepsilon_1 = 0$ requires the modulus in (5) to equal $q = e^{-\pi/A}<1$. Below the band the ratio exceeds one and there is no zero. Inside, $\omega_2^2-\omega^2 = q(\omega^2-\omega_1^2)$; above, $\omega^2-\omega_2^2 = q(\omega^2-\omega_1^2)$. Collecting $\omega^2$,

$$\omega_{\rm in}^2 = \frac{\omega_2^2+q\,\omega_1^2}{1+q},\qquad\omega_L^2 = \frac{\omega_2^2-q\,\omega_1^2}{1-q} = \omega_2^2+\frac{\Delta}{e^{\pi/A}-1}. \tag{14}$$

The last form follows from $\omega_2^2-q\omega_1^2 = (1-q)\omega_2^2+q\Delta$. The two zeros differ in kind. Without external charge $\nabla\cdot D = 0$ reads $\varepsilon\,\mathbf k\cdot\mathbf E = 0$, so a longitudinal field needs the full $\varepsilon$ to vanish. At $\omega_L$ both parts vanish and an undamped longitudinal oscillation exists. At $\omega_{\rm in}$, $\varepsilon = iA\neq0$ and no such mode exists. For large $A$, $1/(e^x-1)\approx1/x-\tfrac12$ with $x = \pi/A$ gives $\omega_L^2\approx\omega_p^2+(\omega_1^2+\omega_2^2)/2$: the binding raises the mode above $\omega_p$. Between $\omega_2$ and $\omega_L$, $\varepsilon$ is real and negative, the index is imaginary, and light is totally reflected without absorption.

### (e) Numbers

The chosen inputs $\omega_1 = 0.12$ Ha $= 3.265$ eV, $\omega_2 = 0.40$ Ha $= 10.885$ eV and $A = 8$ are illustrative values, not fitted to any material, and the digits quoted below serve to test the formulas. Then $\Delta = 0.16-0.0144 = 0.1456$ Ha$^2$ and $A/\pi = 2.546479$. The static value is

$$\varepsilon_1(0) = 1+5.0929582\times\ln(10/3) = 1+5.0929582\times1.2039728 = 7.131783,$$

with square root $2.6705$. This is the contribution of the band alone; as noted in (b), any further absorption adds to it. A sum over 2000 oscillators at slice midpoints, computed numerically, also gives $7.131783$. At $\omega = 0.07$ Ha (wavelength $650.9$ nm),

$$\varepsilon_1 = 1+2.546479\,\ln\frac{0.1551}{0.0095} = 8.11175,$$

and since $\varepsilon_2 = 0$ there, the index is $\sqrt{8.11175} = 2.8481$. Inside the band the index is the square root of the complex $\varepsilon_1+iA$, not of $\varepsilon_1$.

The integral (4) was also computed numerically by Gauss-Legendre quadrature, without the antiderivative. The principal value was handled by adding the integrand at $\omega+s$ and $\omega-s$, so that the singular parts cancel. It agrees with (5) to better than $10^{-10}$ at the frequencies of the table.

| $\omega$ (Ha) | $\omega$ (eV) | $\varepsilon_1$ |
|---|---|---|
| 0.04 | 1.088 | 7.40612 |
| 0.10 | 2.721 | 9.98660 |
| 0.15 | 4.082 | 8.21102 |
| 0.25 | 6.803 | 2.79927 |
| 0.30 | 8.163 | 0.80402 |
| 0.35 | 9.524 | −1.69600 |
| 0.45 | 12.245 | −2.78781 |
| 0.60 | 16.327 | −0.39283 |
| 0.80 | 21.769 | 0.32537 |
| 1.50 | 40.817 | 0.82851 |

The coefficient in (9) is $160.9233$ Ha$^{-2}$. At $0.04$ Ha it gives $7.131783+160.9233\times0.04^2\approx7.389$, below the tabulated $7.406$ because the higher terms are positive. Setting $\omega^2 = -\eta^2$ in (9) with $\eta = 10^{-3}$ Ha predicts $\varepsilon(i\eta) = 7.131783-160.9233\times10^{-6} = 7.131622$, which is the value found by integrating (7) numerically over time in (1).

For the edges, $\Delta/2\omega_1 = 0.606667$ Ha, $\Delta/2\omega_2 = 0.182000$ Ha, $c_1 = 14.8078$ Ha$^{-1}$ and $c_2 = -10.8085$ Ha$^{-1}$. At a distance $d = 10^{-3}$ Ha from the lower edge the logarithmic term is $1+2.546479\ln(0.606667/10^{-3}) = 17.3178$. The linear term is $0.0148$ in size, giving $17.3326$ below the edge and $17.3030$ above it, as the quadrature confirms. Quadrature values on the two sides are:

| $d$ (Ha) | $\omega_1-d$ | $\omega_1+d$ | $\omega_2-d$ | $\omega_2+d$ |
|---|---|---|---|---|
| $10^{-2}$ | 11.6026 | 11.3062 | −6.2784 | −6.4946 |
| $10^{-3}$ | 17.3326 | 17.3030 | −12.2411 | −12.2627 |
| $10^{-4}$ | 23.1828 | 23.1798 | −18.1143 | −18.1165 |
| $10^{-6}$ | 34.9083 | 34.9082 | −29.8423 | −29.8424 |

The logarithmic term at the lower edge goes from $11.4543$ to $17.3178$ to $23.1813$, in steps of $(A/\pi)\ln10 = 5.8635$. Even at $10^{-6}$ Ha from the lower edge, $\varepsilon_1$ is only about five times its static value; at the same distance from the upper edge it is about $-4$ times that value. With broadening, quadrature of (3) gives $\varepsilon(\omega_1+i\eta) = 11.4542+3.8520\,i$ for $\eta = 10^{-2}$ Ha, against $11.4543$ and $4-0.148 = 3.852$ from (12), and $23.1813+3.9985\,i$ for $\eta = 10^{-4}$ Ha. The closeness of the real parts at $\eta = 10^{-2}$ Ha is partly an accident of these inputs. The omitted term is $-(A/\pi)R''(\omega_1)\eta^2/2$, and $R''(\omega_1) = 1/4\omega_1^2-2/\Delta-4\omega_1^2/\Delta^2 = 17.36-13.74-2.72\approx0.9$ Ha$^{-2}$ is small through a near cancellation of much larger terms.

The sum rule gives $\omega_p^2 = 2.546479\times0.1456 = 0.370767$ Ha$^2$, $\omega_p = 0.60891$ Ha $= 16.569$ eV and $n_{\rm eff} = 0.370767/4\pi = 0.029505$ bohr$^{-3}$. At $1.50$ Ha the leading term of (13) is $1-0.370767/1.50^2\approx0.835$, and the negative correction moves it toward the tabulated $0.829$. The crossing $\varepsilon_1 = 1$ lies at $\sqrt{(0.0144+0.16)/2} = 0.29530$ Ha $= 8.035$ eV. With $q = e^{-\pi/8} = 0.675232$,

$$\omega_{\rm in} = \sqrt{\frac{0.16+0.675232\times0.0144}{1+0.675232}} = 0.31830\ \text{Ha},$$

$$\omega_L = \sqrt{\frac{0.16-0.675232\times0.0144}{1-0.675232}} = 0.68024\ \text{Ha},$$

that is $8.661$ eV and $18.510$ eV. Root finding on the quadrature of (4) returns the same three frequencies.

A last test runs the relation backwards. Extending $G$ to an even function, the steps that led to (2) give $G(t) = (2/\pi)\int_0^\infty(\varepsilon_1-1)\cos\omega't\,d\omega'$. The time integral is now $\int_0^\infty\cos\omega't\,e^{izt}dt = \tfrac12[i/(z+\omega')+i/(z-\omega')] = -iz/(\omega'^2-z^2)$. The imaginary part of $\varepsilon(z)$ comes from the real part of $z/(\omega'^2-z^2) = \tfrac12[1/(\omega'-z)-1/(\omega'+z)]$, which turns into a principal value as before:

$$\varepsilon_2(\omega) = -\frac{2\omega}{\pi}\,P\!\int_0^\infty\frac{\varepsilon_1(\omega')-1}{\omega'^2-\omega^2}\,d\omega'.$$

The numerator may be replaced by $\varepsilon_1(\omega')-\varepsilon_1(\omega)$, which removes the pole, because $P\int_0^\infty d\omega'/(\omega'^2-\omega^2) = 0$: the antiderivative $(1/2\omega)\ln|(\omega'-\omega)/(\omega'+\omega)|$ vanishes at $0$ and at $\infty$, and its values at the ends of a symmetric cut differ by $(1/2\omega)\ln[(2\omega+s)/(2\omega-s)]\to0$. Numerical integration with (5) inserted, on panels refined geometrically toward the edges, gives $\varepsilon_2 = 0.000000$ at $0.07$ Ha, $8.000000$ at $0.25$ Ha and $0.000000$ at $0.60$ Ha.

## Numbers as computed

```
input A = 8.0 (dimensionless)
input w1 = 0.12 Ha = 3.265 eV; w2 = 0.40 Ha = 10.885 eV
Delta = w2^2-w1^2 = 0.1456 Ha^2; A/pi = 2.546479; 2A/pi = 5.092958
w2/w1 = 3.333333; ln(w2/w1) = 1.203973
eps1(0) = 7.131783; sum of 2000 oscillators = 7.131783; sqrt = 2.6705
small-w coefficient of w^2 = 160.9233 Ha^-2
w = 0.04 Ha ( 1.088 eV): eps1 = 7.40612, quad 7.40612
w = 0.07 Ha ( 1.905 eV): eps1 = 8.11175, quad 8.11175
w = 0.10 Ha ( 2.721 eV): eps1 = 9.98660, quad 9.98660
w = 0.15 Ha ( 4.082 eV): eps1 = 8.21102, quad 8.21102
w = 0.20 Ha ( 5.442 eV): eps1 = 4.93405, quad 4.93405
w = 0.25 Ha ( 6.803 eV): eps1 = 2.79927, quad 2.79927
w = 0.30 Ha ( 8.163 eV): eps1 = 0.80402, quad 0.80402
w = 0.35 Ha ( 9.524 eV): eps1 = -1.69600, quad -1.69600
w = 0.45 Ha (12.245 eV): eps1 = -2.78781, quad -2.78781
w = 0.60 Ha (16.327 eV): eps1 = -0.39283, quad -0.39283
w = 0.80 Ha (21.769 eV): eps1 = 0.32537, quad 0.32537
w = 1.50 Ha (40.817 eV): eps1 = 0.82851, quad 0.82851
w = 0.07 Ha: w2^2-w^2 = 0.1551, w1^2-w^2 = 0.0095 Ha^2
w = 0.07 Ha: wavelength 650.9 nm, index 2.8481
c1 = 14.8078 Ha^-1; c2 = -10.8085 Ha^-1; per decade (A/pi)ln10 = 5.8635
Delta/(2 w1) = 0.606667 Ha; Delta/(2 w2) = 0.182000 Ha
d = 1e-02 Ha: eps1(w1-d) 11.6026, (w1+d) 11.3062, log 11.4543
d = 1e-02 Ha: eps1(w2-d) -6.2784, (w2+d) -6.4946, log -6.3884
d = 1e-03 Ha: eps1(w1-d) 17.3326, (w1+d) 17.3030, log 17.3178
d = 1e-03 Ha: eps1(w2-d) -12.2411, (w2+d) -12.2627, log -12.2519
d = 1e-04 Ha: eps1(w1-d) 23.1828, (w1+d) 23.1798, log 23.1813
d = 1e-04 Ha: eps1(w2-d) -18.1143, (w2+d) -18.1165, log -18.1154
d = 1e-06 Ha: eps1(w1-d) 34.9083, (w1+d) 34.9082, log 34.9082
d = 1e-06 Ha: eps1(w2-d) -29.8423, (w2+d) -29.8424, log -29.8423
inverse KK: eps2(0.07 Ha) = 0.000000
inverse KK: eps2(0.25 Ha) = 8.000000
inverse KK: eps2(0.60 Ha) = 0.000000
eta = 1e-02 Ha: eps(w1+i eta) = 11.4542+3.8520j, log 11.4543
eta = 1e-03 Ha: eps(w1+i eta) = 17.3178+3.9852j, log 17.3178
eta = 1e-04 Ha: eps(w1+i eta) = 23.1813+3.9985j, log 23.1813
time-domain eps(i*1e-3 Ha) = 7.131622
wp^2 = 0.370767 Ha^2; wp = 0.60891 Ha = 16.569 eV
n_eff = 0.029505 bohr^-3
q = exp(-pi/A) = 0.675232
eps1 = 1 at 0.29530 Ha = 8.035 eV
eps1 = 0 inside band at 0.31830 Ha = 8.661 eV
eps1 = 0 above band at w_L = 0.68024 Ha = 18.510 eV
```
